# The Dirac Propagator to Second Order in a Constant Field: a program that tests the result

```python
"""
Result under test: Dirac propagator in a constant field F, gauge x.A = 0,
to second order in F, and its coincident trace
    tr S2(0,0) = -i e^2 F^2/(24 pi^2 m),   dL/dm = i tr S = e^2 F^2/(24 pi^2 m).
Conventions: hbar = c = 1, metric (+,-,-,-), covariant derivative d + i e A,
(i d-slash - e A-slash - m) S = delta, F^2 = F_{mu nu} F^{mu nu} = 2(B^2-E^2).
The charge e is absorbed in F (array 'field', lower indices).
L is the one-loop effective Lagrangian; b = eB in units of the mass squared.
"""
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

metric = np.diag([1.0, -1.0, -1.0, -1.0])
one = np.eye(4, dtype=complex)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = np.array([np.kron(pauli[2], np.eye(2))]
                 + [np.kron(1j * pauli[1], s) for s in pauli])

# ---- Potential from field strengths, for a field that varies in space ----
X = sp.symbols('x0:4')
alpha = sp.symbols('alpha')
start = [X[1]*X[2]**2 + X[3], X[0]**2*X[3] - X[2],
         X[0]*X[1]*X[3] + X[1]**2, X[2]**3 + X[0]*X[1]]


def curl(pot):
    return [[sp.expand(sp.diff(pot[n], X[m]) - sp.diff(pot[m], X[n]))
             for n in range(4)] for m in range(4)]


strength = curl(start)
origin = {v: 0 for v in X}
scaled = {v: alpha*v for v in X}
pot_series, pot_integral = [], []
for mu in range(4):
    series = 0
    integrand = 0
    for nu in range(4):
        f = strength[nu][mu]
        series += X[nu]*f.subs(origin)/2
        for a in range(4):
            fa = sp.diff(f, X[a])
            series += X[nu]*X[a]*fa.subs(origin)/3
            for c in range(4):
                series += X[nu]*X[a]*X[c]*sp.diff(fa, X[c]).subs(origin)/8
        integrand += alpha*X[nu]*f.subs(scaled, simultaneous=True)
    pot_series.append(sp.expand(series))
    pot_integral.append(sp.expand(sp.integrate(sp.expand(integrand),
                                               (alpha, 0, 1))))
assert all(sp.expand(u - v) == 0 for u, v in zip(pot_series, pot_integral))
assert sp.expand(sum(X[k]*pot_series[k] for k in range(4))) == 0
back = curl(pot_series)
assert all(sp.expand(back[i][j] - strength[i][j]) == 0
           for i in range(4) for j in range(4))

# ---- Constant field with both electric and magnetic parts ----
eE = np.array([0.3, -0.2, 0.5])
eB = np.array([0.4, 0.7, -0.1])
field = np.zeros((4, 4))
field[0, 1:] = eE
field[1:, 0] = -eE
field[1, 2], field[2, 3], field[3, 1] = -eB[2], -eB[0], -eB[1]
field -= np.tril(field, -1) + np.triu(field, 1).T * 0  # clear lower part
field[3, 1] = 0.0
field[1, 3] = eB[1]
field = np.triu(field, 1) - np.triu(field, 1).T
field_up = metric @ field @ metric
F2 = float(np.sum(field*field_up))
assert abs(F2 - 2*(eB @ eB - eE @ eE)) < 1e-13

sigmaF = sum(0.5j*(gamma[a] @ gamma[c] - gamma[c] @ gamma[a])*field[a, c]
             for a in range(4) for c in range(4))
spin = 0.5*sigmaF
pseudo = 0.5*sigmaF @ sigmaF - F2*one
assert np.max(np.abs(pseudo)) > 0.1
for g in gamma:
    assert np.max(np.abs(g @ pseudo + pseudo @ g)) < 1e-12


def slash(p_low):
    return np.einsum('...m,mab->...ab', p_low, gamma)


def recursion_terms(p_low, mass):
    """First and second order from repeated momentum derivatives."""
    p2 = np.einsum('...m,mn,...n->...', p_low, metric, p_low)
    s0 = (slash(p_low) + mass*one)/(p2 - mass**2)[..., None, None]
    contracted = np.einsum('aij,ab->bij', gamma, field)
    sg = [s0 @ contracted[k] for k in range(4)]
    sy = [s0 @ gamma[k] for k in range(4)]
    first = -0.5j*sum(sg[k] @ sy[k] for k in range(4)) @ s0
    total = 0
    for k in range(4):
        for n in range(4):
            total = total + sg[k] @ (sy[k] @ sg[n] @ sy[n]
                                     + sg[n] @ sy[k] @ sy[n]
                                     + sg[n] @ sy[n] @ sy[k])
    return first, -0.25*total @ s0


def closed_terms(p_low, mass):
    p_up = metric @ p_low
    d = 1/(p_low @ p_up - mass**2)
    v = field @ p_up
    fp2 = v @ metric @ v
    num = slash(p_low) + mass*one
    first = 0.5*(spin @ num + num @ spin)*d**2
    second = (d**3*(0.5*mass*pseudo + 2*slash(field @ metric @ v))
              + 2*fp2*num*d**4)
    return first, second


mass_test = 1.3
recursion_error = 0.0
for p in np.random.default_rng(4).normal(size=(6, 4)):
    # an imaginary energy keeps the point away from the mass shell
    p = p.astype(complex)
    p[0] *= 1j
    for u, v in zip(recursion_terms(p, mass_test), closed_terms(p, mass_test)):
        err = np.max(np.abs(u - v))/np.max(np.abs(u))
        recursion_error = max(recursion_error, err)
assert recursion_error < 1e-11

# ---- Dirac equation in position space at a spacelike point ----
# Powers of 1/(p^2-m^2) become Bessel functions of r = sqrt(-x^2);
# local Taylor polynomials give their derivatives at the chosen point.
point = np.array([0.2, 0.5, -0.7, 0.9])
Y = sp.symbols('y0:4')
w0 = float(-(point @ metric @ point))
shift = sp.Poly(sum(-metric[k, k]*(2*point[k]*Y[k] + Y[k]**2)
                    for k in range(4)), *Y, domain='RR')
mp.mp.dps = 40


def scalar(n):
    def radial(w):
        r = mp.sqrt(w)
        return ((-1)**n*(r/(2*mass_test))**(n-2)
                * mp.besselk(n-2, mass_test*r)/(8*mp.pi**2*mp.gamma(n)))
    coeff = mp.taylor(radial, w0, 5)
    result = sp.Poly(0, *Y, domain='RR')
    for k, c in enumerate(coeff):
        result = result + shift**k*sp.Float(float(c))
    return result


def grad(f):
    return [f.diff(v) for v in Y]


def at_point(f):
    return float(f.nth(0, 0, 0, 0))


def value(terms):
    return sum(mat*at_point(f) for mat, f in terms)


def free_dirac(terms):
    out = np.zeros((4, 4), complex)
    for mat, f in terms:
        out -= mass_test*mat*at_point(f)
        for k, df in enumerate(grad(f)):
            out += 1j*gamma[k] @ mat*at_point(df)
    return out


D1, D2, D3, D4 = [scalar(n) for n in (1, 2, 3, 4)]
S0x = [(mass_test*one, D1)] + [(1j*gamma[k], f)
                              for k, f in enumerate(grad(D1))]
S1x = [(mass_test*spin, D2)] + [
    (0.5j*(gamma[k] @ spin + spin @ gamma[k]), f)
    for k, f in enumerate(grad(D2))]
square = metric @ field.T @ metric @ field @ metric
orbital = sp.Poly(0, *Y, domain='RR')
for i, fi in enumerate(grad(D4)):
    for j, fij in enumerate(grad(fi)):
        orbital = orbital - fij*sp.Float(float(square[i, j]))
double = field @ field_up
S2x = [(0.5*mass_test*pseudo, D3), (2*mass_test*one, orbital)]
S2x += [(2j*np.einsum('mab,m->ab', gamma, double[:, k]), f)
        for k, f in enumerate(grad(D3))]
S2x += [(2j*gamma[k], f) for k, f in enumerate(grad(orbital))]
A_slash = slash(0.5*point @ field)
position_error = np.max(np.abs(free_dirac(S0x)))/np.max(np.abs(value(S0x)))
for new, old in ((S1x, S0x), (S2x, S1x)):
    source = A_slash @ value(old)
    err = np.max(np.abs(free_dirac(new) - source))/np.max(np.abs(source))
    position_error = max(position_error, err)
assert position_error < 1e-9

# ---- Coincident trace by four-dimensional quadrature, energy rotated ----
t, wt = np.polynomial.legendre.leggauss(40)
t, wt = (t + 1)/2, wt/2
radius, w_rad = t/(1-t), wt/(1-t)**2
chi, w_chi = np.polynomial.legendre.leggauss(12)
chi, w_chi = (chi + 1)*math.pi/2, w_chi*math.pi/2
cth, w_cth = np.polynomial.legendre.leggauss(4)
phi = 2*math.pi*np.arange(6)/6
R, C, Z, H = np.meshgrid(radius, chi, cth, phi, indexing='ij')
weight = np.einsum('i,j,k,l->ijkl', w_rad*radius**3, w_chi*np.sin(chi)**2,
                   w_cth, np.full(6, 2*math.pi/6))/(2*math.pi)**4
rho = R*np.sin(C)
sth = np.sqrt(1 - Z**2)
momenta = np.stack([1j*R*np.cos(C), rho*sth*np.cos(H),
                    rho*sth*np.sin(H), rho*Z + 0j], axis=-1).reshape(-1, 4)
second = recursion_terms(momenta, mass_test)[1]
trace_num = 1j*np.sum(weight.ravel()*np.einsum('nii->n', second))
trace_formula = -1j*F2/(24*math.pi**2*mass_test)
assert abs(trace_num/trace_formula - 1) < 1e-6


# ---- Filled Dirac sea in a magnetic field: sum over Landau levels ----
def sea_derivative(mass, b, orbital_only=False, levels=2000):
    """dL/dm minus its zero-field value; the finite upper end of the
    level sum is corrected by its leading end-point term."""
    m2 = mass**2
    top = m2 + 2*b*levels
    integral = (top*math.log(top) - top - m2*math.log(m2) + m2)/b
    slope = 2*b/top
    if orbital_only:
        logs = np.log(m2 + (2*np.arange(levels) + 1)*b)
        diff = 2*math.fsum(logs) - integral + slope/12
    else:
        logs = np.log(m2 + 2*b*np.arange(levels + 1))
        diff = 2*math.fsum(logs) - logs[0] - logs[-1] - integral - slope/6
    return -mass*b*diff/(4*math.pi**2)


def second_order(mass, b):
    return 2*b**2/(24*math.pi**2*mass)


def proper_time_derivative(mass, b):
    def integrand(s):
        x = b*s
        core = x*x/3 - x**4/45 if x < 1e-2 else x/math.tanh(x) - 1
        return math.exp(-mass**2*s)*core/s**2 if s > 0 else b*b/3
    return mass/(4*math.pi**2)*quad(integrand, 0, 60/mass**2,
                                    epsabs=1e-13, epsrel=1e-10, limit=200)[0]


b_small = 0.02
full_ratio = sea_derivative(1.0, b_small)/second_order(1.0, b_small)
orbital_ratio = (sea_derivative(1.0, b_small, True)
                 / second_order(1.0, b_small))
quartic_slope = (full_ratio - 1)/b_small**2
assert abs(full_ratio - 1) < 1e-4
assert abs(quartic_slope + 2/15) < 2e-4
assert abs(orbital_ratio + 0.5) < 1e-3

# ---- Worked example: electron vacuum at 1e9 tesla, mass set to one ----
B = 1.0e9
B_crit = const.m_e**2*const.c**2/(const.e*const.hbar)
b = B/B_crit
dL2 = second_order(1.0, b)
dL4 = -b**4/(90*math.pi**2)
dL_full = sea_derivative(1.0, b)
dL_proper = proper_time_derivative(1.0, b)
assert abs(dL_full/dL_proper - 1) < 1e-7
# the next term of the alternating weak-field series bounds the rest
assert abs(dL_full - dL2 - dL4) < 0.16*b**4*dL2

nodes, wn = np.polynomial.legendre.leggauss(16)
change_full = sum(0.5*w*sea_derivative(1.5 + 0.5*x, b)
                  for x, w in zip(nodes, wn))
change2 = b**2*math.log(2)/(12*math.pi**2)
change4 = b**4/(360*math.pi**2)*(1/16 - 1)
assert abs(change_full - change2 - change4) < 0.02*b**6/(12*math.pi**2)

compton = const.hbar/(const.m_e*const.c)
density_unit = const.m_e*const.c**2/compton**3
maxwell = B**2/(2*const.mu_0)
relative = change2*density_unit/maxwell
assert abs(relative/(2*const.fine_structure*math.log(2)/(3*math.pi)) - 1) < 1e-6

print("General test field, m = 1.3, fields in the same mass unit squared")
print(f"eE components: {eE[0]:.1f} {eE[1]:.1f} {eE[2]:.1f} (mass^2)")
print(f"eB components: {eB[0]:.1f} {eB[1]:.1f} {eB[2]:.1f} (mass^2)")
print(f"e^2 F^2: {F2:.4f} (mass^4)")
print(f"closed form vs recursion, largest rel. error: {recursion_error:.1e}")
print(f"position-space equation, largest rel. error: {position_error:.1e}")
print(f"Im tr S2(0,0), quadrature: {trace_num.imag:.8e} (mass^3)")
print(f"Im tr S2(0,0), formula: {trace_formula.imag:.8e} (mass^3)")
print("Landau-level sum at weak field")
print(f"eB/m^2: {b_small:.2f} (dimensionless)")
print(f"full dL/dm over second order: {full_ratio:.7f}")
print(f"orbital part over second order: {orbital_ratio:.5f}")
print(f"spin part over second order: {full_ratio - orbital_ratio:.5f}")
print(f"(ratio - 1)/(eB/m^2)^2: {quartic_slope:.5f}")
print(f"weak-field coefficient -2/15: {-2/15:.5f}")
print("Electron vacuum in a magnetic field")
print(f"B: {B:.3e} T")
print(f"critical field m^2 c^2/(e hbar): {B_crit:.5e} T")
print(f"eB/m^2: {b:.6f} (dimensionless)")
print(f"dL/dm, second order: {dL2:.6e} m^3")
print(f"dL/dm, quartic correction: {dL4:.6e} m^3")
print(f"dL/dm, second order plus quartic: {dL2 + dL4:.6e} m^3")
print(f"dL/dm, full Landau sum: {dL_full:.6e} m^3")
print(f"dL/dm, proper-time integral: {dL_proper:.6e} m^3")
print(f"second order over full, minus one: {100*(dL2/dL_full - 1):.4f} %")
print("Change of L when the fermion mass is doubled")
print(f"second order: {change2:.6e} m^4")
print(f"quartic correction: {change4:.6e} m^4")
print(f"full Landau sum: {change_full:.6e} m^4")
print(f"energy-density unit m^4: {density_unit:.5e} J/m^3")
print(f"second order: {change2*density_unit:.5e} J/m^3")
print(f"full Landau sum: {change_full*density_unit:.5e} J/m^3")
print(f"B^2/(2 mu0): {maxwell:.5e} J/m^3")
print(f"second order over B^2/(2 mu0): {relative:.6e}")
print("verified")
```

It prints:

```
General test field, m = 1.3, fields in the same mass unit squared
eE components: 0.3 -0.2 0.5 (mass^2)
eB components: 0.4 0.7 -0.1 (mass^2)
e^2 F^2: 0.5600 (mass^4)
closed form vs recursion, largest rel. error: 1.5e-15
position-space equation, largest rel. error: 5.2e-16
Im tr S2(0,0), quadrature: -1.81858535e-03 (mass^3)
Im tr S2(0,0), formula: -1.81858535e-03 (mass^3)
Landau-level sum at weak field
eB/m^2: 0.02 (dimensionless)
full dL/dm over second order: 0.9999467
orbital part over second order: -0.49995
spin part over second order: 1.49990
(ratio - 1)/(eB/m^2)^2: -0.13327
weak-field coefficient -2/15: -0.13333
Electron vacuum in a magnetic field
B: 1.000e+09 T
critical field m^2 c^2/(e hbar): 4.41401e+09 T
eB/m^2: 0.226552 (dimensionless)
dL/dm, second order: 4.333645e-04 m^3
dL/dm, quartic correction: -2.965694e-06 m^3
dL/dm, second order plus quartic: 4.303988e-04 m^3
dL/dm, full Landau sum: 4.305515e-04 m^3
dL/dm, proper-time integral: 4.305515e-04 m^3
second order over full, minus one: 0.6534 %
Change of L when the fermion mass is doubled
second order: 3.003854e-04 m^4
quartic correction: -6.950846e-07 m^4
full Landau sum: 2.997101e-04 m^4
energy-density unit m^4: 1.42178e+24 J/m^3
second order: 4.27081e+20 J/m^3
full Landau sum: 4.26120e+20 J/m^3
B^2/(2 mu0): 3.97887e+23 J/m^3
second order over B^2/(2 mu0): 1.073371e-03
verified
```
